# Free-Electron Fermi Sheets in fcc Lattices by Counting Spheres

## The lost third electron

Suppose a program fills the bands of a trivalent free-electron metal by testing, for each wave vector $\mathbf k$ in the first Brillouin zone, whether $|\mathbf k|^2/2$ lies below the Fermi energy. In the fcc lattice every point of the zone passes this test. The full zone holds two electrons per atom, and the third electron has disappeared. It occupies higher bands, whose energies at the same $\mathbf k$ belong to plane waves displaced by reciprocal lattice vectors.

One remedy is to cut the Fermi sphere along all Bragg planes and translate the pieces back into the zone, which requires much bookkeeping. Harrison's construction replaces it by counting: a state in band $n$ is occupied when its wave vector lies inside at least $n$ Fermi spheres, one sphere being centred on every reciprocal lattice point.

## Setting and the counting rule

We consider independent electrons at zero temperature in an fcc lattice with cube edge $a$, one atom per primitive cell, $Z$ valence electrons per atom and two spin states per orbital. The lattice potential is first taken to vanish; the lattice then serves to label states. Wave vectors and lengths in reciprocal space are measured in $2\pi/a$, energies in hartree.

In these units the reciprocal lattice vectors $\mathbf G$ have integer components that are all even or all odd. This is a body-centred lattice with cube edge 2. The cube has volume 8 and contains two lattice points, so the Brillouin zone has volume 4.

A plane wave with wave vector $\mathbf k-\mathbf G$ has the Bloch wave vector $\mathbf k$. The energies available at $\mathbf k$ are therefore

$$\frac12\left(\frac{2\pi}{a}\right)^2|\mathbf k-\mathbf G|^2 ,$$

and band $n$ is by definition the $n$-th smallest of them. Let $d_n(\mathbf k)$ be the $n$-th smallest distance from $\mathbf k$ to a reciprocal lattice point, and $k_F$ the Fermi radius. Energy increases with distance, so

$$E_n(\mathbf k)\le E_F \iff d_n(\mathbf k)\le k_F \iff N(\mathbf k)\ge n, \tag{1}$$

where $N(\mathbf k)$ is the number of lattice points within $k_F$ of $\mathbf k$. That is also the number of Fermi spheres containing $\mathbf k$. The rule is thus exact for the empty lattice.

Let $p_n$ be the fraction of the zone where $N\ge n$. Band $n$ holds $2p_n$ electrons per atom. At a given $\mathbf k$ the number of occupied bands is $N(\mathbf k)$. Integrating $N$ over one zone adds the parts of all spheres that fall into it; translated back, these parts make up one whole sphere. Hence

$$4\sum_n p_n=\frac{4\pi}{3}k_F^3 .$$

Since $2\sum_n p_n=Z$, the left side is $2Z$, and

$$k_F=\left(\frac{3Z}{2\pi}\right)^{1/3}. \tag{2}$$

## The algorithm

**Occupation and volumes.**

1. Compute $k_F$ from (2).
2. List the $\mathbf G$ that can matter. If $|\mathbf k-\mathbf G|\le k_F$, the triangle inequality gives $|\mathbf G|\le|\mathbf k|+k_F$.
3. Place $m^3$ midpoints in the cube $[0,1]^3$, with spacing $h=1/m$.
4. Count the spheres containing each point. The fraction of points with $N\ge n$ estimates $p_n$.

The small cube suffices for the following reason. $N$ has the period of the reciprocal lattice, so $[-1,1]^3$, with volume 8, represents two complete zones. $N$ is also unchanged when any component of $\mathbf k$ changes sign, which reduces this cube to one octant. In the octant $|\mathbf k|\le\sqrt3$, and for $Z\le4$ we have $k_F<\sqrt2$. The search radius $\sqrt3+\sqrt2\approx3.15$ includes 27 lattice points.

**Sheets.** The $n$-th Fermi sheet is the boundary of the region $N\ge n$. Take a point $\mathbf q=k_F\mathbf u$ on the sphere about the origin, with $\mathbf u$ a unit vector, and let $m'$ other spheres contain it. Just inside the sphere $N=m'+1$; just outside $N=m'$. The point therefore separates filled from empty states of band

$$n=m'+1 . \tag{3}$$

Subtracting the lattice vector nearest to $\mathbf q$ moves the point into the first zone. This shift permutes the distances to lattice points without changing their values, so the folded point satisfies $d_n=k_F$, as it should. Points on intersections of spheres belong to edges and have no area.

When $k_F$ grows, each piece of a sheet moves along its normal, towards the empty side, by the same amount. With $A_n$ the area of sheet $n$,

$$A_n=4\,\frac{dp_n}{dk_F},\qquad \sum_nA_n=4\pi k_F^2. \tag{4}$$

This relation checks the sheet labels against the volumes, and it also gives the sensitivity of each filling to an error in $k_F$.

## Where bands open and fill

Band $n$ opens at the smallest radius for which some point lies within $k_F$ of $n$ lattice points. Equivalently, $k_F$ is the radius of the smallest ball that encloses $n$ lattice points.

Call two lattice points alike if their difference has even components. Alike points are separated by $2,\sqrt8,\dots$; unlike points by $\sqrt3,\sqrt{11},\dots$. If a set contains a pair at distance $\sqrt8$ or more, its enclosing ball has radius at least $\sqrt2$. We look for sets without such a pair. They contain at most two points of each kind: if three alike points were mutually at distance 2, two different vectors of the form $(\pm2,0,0)$, $(0,\pm2,0)$ or $(0,0,\pm2)$ would differ by a vector of length 2, whereas their difference has length $\sqrt8$ or 4. This settles every case needed.

- **Two points:** the shortest separation is $\sqrt3$, so band 2 opens at $k_F=\sqrt3/2$, at the point L.
- **Three points:** the triangle has sides $2,\sqrt3,\sqrt3$. Its height is $\sqrt{3-1}=\sqrt2$ and its area $\sqrt2$. It is acute, so its enclosing radius is the circumradius $2\cdot3/(4\sqrt2)=3/\sqrt8$. Band 3 opens there, at K.
- **Four points:** up to symmetry they are $(0,0,0)$, $(2,0,0)$, $(1,1,1)$, $(1,1,-1)$. Their average is $W=(1,\tfrac12,0)$, which is at distance $\sqrt5/2$ from each. A point equidistant from all four and inside their tetrahedron is the centre of the smallest enclosing ball. Band 4 opens at $\sqrt5/2$.
- **Five points:** three would be alike, so the radius is at least $\sqrt2$. The point $X=(1,0,0)$ attains this value.

Band 1 is full when the sphere covers the zone. The farthest points of this polyhedron from its centre are its vertices, of type W, so band 1 fills at $\sqrt5/2$ as well. In terms of valence, (2) gives $Z=2\pi k_F^3/3$: bands 2 to 5 open at $Z=1.360$, $2.499$, $2.927$ and $5.924$. Valence three is thus just above the opening of band 4, and no band beyond the fourth is occupied for $Z\le4$.

## Fillings from pairs of spheres

The volumes can be found almost without a grid. If $N$ spheres contain a point, they form

$$\frac{N(N-1)}2=\sum_{n=1}^{N}(n-1)$$

pairs. Integrate over the zone. On the right, the term $n-1$ contributes wherever $N\ge n$, which gives $4\sum_n(n-1)p_n$. On the left, for each separation $\mathbf D$ of two centres, the pieces of overlap found in one zone combine into one complete overlap volume $v(|\mathbf D|)$. Summing over $\mathbf D\ne0$ counts each pair twice, hence a factor $\tfrac12$. Dividing by 4,

$$L\equiv\sum_n(n-1)p_n=\frac18\left[8\,v(\sqrt3)+6\,v(2)\right]. \tag{5}$$

The next separation, $\sqrt8$, exceeds $2k_F$ for $Z\le4$.

An overlap consists of two spherical caps of height $k_F-d/2$. A cap of height $t$ has volume $\pi t^2(3k_F-t)/3$, so for $d<2k_F$

$$v(d)=\frac{2\pi}{3}\left(k_F-\frac d2\right)^2\left(2k_F+\frac d2\right)
=\frac{\pi}{12}(4k_F+d)(2k_F-d)^2, \tag{6}$$

and $v=0$ otherwise.

For $Z=1,2$ bands 3 and 4 are empty. Then $p_2=L$, and the sum rule gives $p_1=Z/2-L$. For $Z=3,4$ band 1 is full, and

$$p_2+p_3+p_4=\frac Z2-1,\qquad p_2+2p_3+3p_4=L .$$

Subtracting the first equation from the second gives $p_3+2p_4=L-Z/2+1$. Thus

$$p_3=L-\frac Z2+1-2p_4,\qquad p_2=Z-2-L+p_4, \tag{7}$$

where the second result follows by inserting the first into the sum rule. The remaining unknown, $p_4$, comes from the common volume $V_W$ of the four balls that meet at W. The zone has 24 such vertices, each shared by four zones, so there are six pockets per zone and $p_4=6V_W/4$.

## Worked example

Take $a=8$ bohr for all valences, so that $2\pi/a=0.7854$ bohr$^{-1}$. For $Z=3$, equation (2) gives $k_F=1.12725$, and $E_F=\tfrac12(1.12725\times0.7854)^2=0.392$ hartree, or 10.7 eV. The overlaps are

$$v(\sqrt3)=\frac{\pi}{12}(6.2411)(0.5225)^2=0.4460,$$

$$v(2)=\frac{\pi}{12}(6.5090)(0.2545)^2=0.1104 .$$

Hence $L=0.4460+0.75\times0.1104=0.5288$. A local grid around W gives $V_W\approx1.14\times10^{-5}$, so $p_4\approx1.7\times10^{-5}$. Unrounded overlaps give $L=0.528766$. From (7), $p_3=0.528766-0.5-0.000034=0.02873$ and $p_2=1-0.528766+0.000017=0.47125$.

The electrons per atom in each band are:

| $Z$ | $k_F$ | band 1 | band 2 | band 3 | band 4 |
|---|---|---|---|---|---|
| 1 | 0.7816 | 1.0000 | 0 | 0 | 0 |
| 2 | 0.9847 | 1.8326 | 0.1674 | 0 | 0 |
| 3 | 1.1273 | 2.0000 | 0.9425 | 0.0575 | 0.00003 |
| 4 | 1.2407 | 2.0000 | 1.4614 | 0.4752 | 0.0634 |

For even valence, holes and electrons balance. At $Z=4$ band 2 lacks $2-1.4614=0.5386$ electrons, equal to the $0.4752+0.0634$ found above it.

Sheet areas give a different impression from volumes. At $Z=3$ the sheets of bands 2, 3 and 4 take 73.6, 26.3 and 0.14 per cent of the sphere's area. Band 3 holds under 2 per cent of the electrons but over a quarter of the Fermi surface, because its region is thin.

## Shapes of the sheets

For $Z=1$ the sphere lies inside the zone and is uncut.

For $Z=2$ band 2 contains separate lenses, four per zone, centred on the L points. The empty part of band 1 is connected. From any empty point one can move radially outward to a zone face, then across the face away from its centre to an edge; $|\mathbf k|$ grows throughout, so the path stays empty. Every edge point has $|\mathbf k|\ge3/\sqrt8>k_F$, so the edges themselves are empty and join all such paths.

For $Z=3$ and 4 a point on the zone boundary is equally near to two lattice points, at a distance of at most $\sqrt5/2<k_F$. It lies in two spheres, so the holes of band 2 cannot touch the boundary. They form one body around $\Gamma$. To see this, move a hole point $\mathbf k$ straight towards $\Gamma$, and consider its distance to some $\mathbf G\ne0$:

- If $\mathbf k\cdot\mathbf G\ge k^2$, the distance grows along the way.
- If $0<\mathbf k\cdot\mathbf G<k^2$, the squared distance from $\mathbf G$ to the line is $G^2-(\mathbf k\cdot\mathbf G)^2/k^2>3-\tfrac54$, which exceeds $k_F^2\le1.54$.
- If $\mathbf k\cdot\mathbf G\le0$, the distance is at least $|\mathbf G|>k_F$.

No other sphere is entered, and the path stays in the hole.

The occupied region of band 3 is a connected network along the zone edges. An edge point is equally near to three lattice points, again within $\sqrt5/2$, so all edges are occupied. Every occupied point lies in a common region of three balls. Such a region is convex and contains the K-type midpoint of an edge, to which the point can therefore be joined by a straight line.

Band 4 has six separate pockets per zone. Two pockets cannot meet, since a common point would lie in at least five spheres.

## Error analysis

**Grid volumes.** A point can be misassigned if it and the centre of its grid cell lie on opposite sides of a sheet. It is then within $\sqrt3h/2$ of that sheet. To leading order in $h$ the misassigned volume is at most $\sqrt3hA_n$, so

$$|\delta p_n|\lesssim\frac{\sqrt3}{4}\,hA_n. \tag{8}$$

For $Z=4$, band 2, the sheet has 36.0 per cent of the area $4\pi(1.2407)^2=19.34$, or 6.97. With $h=1/120$ the bound is 0.025. The actual error is far smaller: counting gives 0.7307 and the pair formula 0.73069. Bound (8) ignores the cancellation between cells counted too full and too empty. If the errors of cut cells, each of order $h^3$, were independent, their number, of order $h^{-2}$, would give a total of order $h^3\sqrt{h^{-2}}=h^2\approx7\times10^{-5}$. Independence is a conjecture here, but the size agrees with the observed differences of about $10^{-4}$ or less.

An absolute error of this size matters more for small regions. For $Z=3$, band 3, counting gives 0.02865 against 0.02873, a relative error of about 0.3 per cent.

**Small pockets.** The pocket at $Z=3$ is a harder case. Its volume equals about 20 cells of the general grid, and its filling vanishes at four decimals. Its size can be estimated analytically. Put $\mathbf k=W+\boldsymbol\delta$, $\mathbf n_i=\mathbf G_i-W$ and $\varepsilon=k_F^2-\tfrac54$. The condition $|\boldsymbol\delta-\mathbf n_i|^2\le k_F^2$ becomes

$$\boldsymbol\delta\cdot\mathbf n_i\ge-\frac{\varepsilon}{2}+\frac{\delta^2}{2}.$$

Near the threshold we drop $\delta^2$. With $c=\varepsilon/2$, the four vectors $\mathbf n_i=(\mp1,-\tfrac12,0)$ and $(0,\tfrac12,\pm1)$ give

$$|\delta_x|\le c-\frac{\delta_y}{2},\qquad|\delta_z|\le c+\frac{\delta_y}{2}.$$

The cross-section at fixed $\delta_y$ is a rectangle, and

$$V_W\approx\int_{-2c}^{2c}4\left(c^2-\frac{\delta_y^2}{4}\right)d\delta_y
=4\left(4c^3-\frac43c^3\right)=\frac{32}{3}c^3=\frac43\varepsilon^3. \tag{9}$$

The omitted term tightens every condition, so (9) is an upper bound. At $Z=3$, $\varepsilon=0.0207$ and (9) gives $1.18\times10^{-5}$, 4 per cent above the computed volume. At $Z=4$ it gives 0.032 against 0.0211, so the pocket is no longer close to a tetrahedron.

The cubic law also shows how sensitive the pocket is. A relative error $\eta$ in $k_F$ changes $\varepsilon$ by $2k_F^2\eta$, and $V_W$ by the relative amount $6k_F^2\eta/\varepsilon\approx370\,\eta$ at $Z=3$. Rounding $k_F$ to 1.127 shifts the volume by about 8 per cent. The remedy is to keep all digits of $k_F$ and to place a separate grid over the pocket.

**An independent integration.** Agreement between counting and (7) tests both, but both rest on overlapping spheres. A third route uses one sphere. Along a ray $r\mathbf u$, the point $\mathbf G$ becomes nearer than the origin when $|r\mathbf u-\mathbf G|^2<r^2$, that is, beyond

$$r_G=\frac{G^2}{2\,\mathbf u\cdot\mathbf G},\qquad\mathbf u\cdot\mathbf G>0 .$$

Sort these radii as $r_1\le r_2\le\dots$ and set $r_0=0$. Between $r_{n-1}$ and $r_n$ the origin is the $n$-th nearest lattice point, so this segment belongs to band $n$. Integrating $r^2dr$ up to $k_F$ gives

$$4p_n=\int\frac{\min(k_F,r_n)^3-\min(k_F,r_{n-1})^3}{3}\,d\Omega_{\mathbf u}. \tag{10}$$

The numerical check compares all three routes; (10) and the pair formulas agree within an absolute tolerance of $10^{-4}$ in $p_n$.

## When the lattice potential is switched on

On a Bragg plane two plane waves have equal energy. A Fourier component $V_{\mathbf G}$ couples them, and the matrix with equal diagonal elements and off-diagonal element $V_{\mathbf G}$ splits the pair by $\pm|V_{\mathbf G}|$. Sphere counting contains no such splitting, so it cannot give gaps or the rounding of sheet edges.

Its occupations nevertheless remain correct where all free levels lie far enough from $E_F$, and the required margin can be bounded when the sum below is finite. Each Fourier component multiplies a wave function by a phase factor times $V_{\mathbf G}$, so the potential has norm at most $\sum_{\mathbf G}|V_{\mathbf G}|$. By Weyl's inequality no ordered level moves farther than this. If no free level at $\mathbf k$ lies within that energy of $E_F$, the number of occupied bands there is unchanged at fixed $E_F$.

As an illustration, let the eight shortest and six next shortest components all equal $v$, so that the bound is $14v$. For $Z=3$, with energies in units of $E_0=\tfrac12(2\pi/a)^2=0.308$ hartree, plane-wave diagonalization at 2000 random points gave:

| $v/E_0$ | occupation changed | protected by the bound |
|---|---|---|
| 0.08 | 7.4 % | 1.5 % |
| 0.04 | 3.1 % | 10.9 % |
| 0.02 | 0.8 % | 34.6 % |

These are sample estimates. The statistical uncertainties of the changed fractions are about 0.6, 0.4 and 0.2 percentage points (the last rests on 16 points), and those of the protected fractions about 0.3, 0.7 and 1.1 points. The bound is cautious: most unprotected points keep their occupation. It guarantees little unless $\sum_{\mathbf G}|V_{\mathbf G}|$ is small compared with $E_F=1.27E_0$; even at $v=0.02E_0$ it covers only about a third of the zone. In these calculations $E_F$ stays at its free-electron value; a metal with a fixed number of electrons would readjust it.

The smallest features are the least secure. At $Z=3$ the bottom of band 4 lies below $E_F$ by $\varepsilon E_0=0.0207\times0.308=0.0064$ hartree. With the mean potential set to zero, coupling among the four plane waves of equal energy at W leaves the sum of their levels unchanged. To first order the highest of the four, which belongs to band 4, therefore cannot fall, and it rises whenever $V_{111}$ or $V_{200}$ is nonzero. A rise comparable to 0.0064 hartree can remove the pockets, so their presence in the empty lattice does not establish their presence in a real trivalent metal.

## Numbers as computed

```
fcc cube edge a = 8.0 bohr; 2pi/a = 0.78540 bohr^-1
reciprocal points kept in the search: 27
band 2 opens at kF = 0.86603 (2pi/a), Z = 1.3603
band 3 opens at kF = 1.06066 (2pi/a), Z = 2.4991
band 4 opens at kF = 1.11803 (2pi/a), Z = 2.9270
band 5 opens at kF = 1.41421 (2pi/a), Z = 5.9238
band 1 is full from kF = 1.11803 (2pi/a), Z = 2.9270
Z=1: kF = 0.78159 (2pi/a), E_F = 0.18841 hartree
  p1..p4, sphere counting: 0.5001 0.0000 0.0000 0.0000
  p1..p4, pair overlaps:   0.50000 0.00000 0.00000 0.00000
  electrons/atom, bands 1-4: 1.0000 0.0000 0.0000 0.0000
  share of sphere area, sheets 1-4: 1.0000 0.0000 0.0000 0.0000
Z=2: kF = 0.98475 (2pi/a), E_F = 0.29909 hartree
  p1..p4, sphere counting: 0.9163 0.0837 0.0000 0.0000
  p1..p4, pair overlaps:   0.91630 0.08370 0.00000 0.00000
  electrons/atom, bands 1-4: 1.8326 0.1674 0.0000 0.0000
  share of sphere area, sheets 1-4: 0.5178 0.4822 0.0000 0.0000
Z=3: kF = 1.12725 (2pi/a), E_F = 0.39191 hartree
  p1..p4, sphere counting: 1.0000 0.4713 0.0286 0.0000
  p1..p4, pair overlaps:   1.00000 0.47125 0.02873 0.00002
  electrons/atom, bands 1-4: 2.0000 0.9425 0.0575 0.0000
  share of sphere area, sheets 1-4: 0.0000 0.7356 0.2630 0.0014
  one W pocket: 1.139e-05 (2pi/a)^3; p4 = 1.708e-05
Z=4: kF = 1.24070 (2pi/a), E_F = 0.47477 hartree
  p1..p4, sphere counting: 1.0000 0.7307 0.2377 0.0317
  p1..p4, pair overlaps:   1.00000 0.73069 0.23760 0.03171
  electrons/atom, bands 1-4: 2.0000 1.4614 0.4752 0.0634
  share of sphere area, sheets 1-4: 0.0000 0.3604 0.4893 0.1503
  one W pocket: 2.114e-02 (2pi/a)^3; p4 = 3.171e-02
Separate pieces per cubic cell (= two primitive cells):
  Z=2 band 1 holes: 1
  Z=2 band 2 electrons: 8
  Z=4 band 2 holes: 2
  Z=4 band 3 electrons: 1
  Z=4 band 4 electrons: 12
Weak potential, Z=3, fixed E_F; E0 = 0.30843 hartree; 2000 k points
  v = 0.08 E0: occupation changed at 7.40 % of k points; protected by bound: 1.5 %
  v = 0.04 E0: occupation changed at 3.05 % of k points; protected by bound: 10.9 %
  v = 0.02 E0: occupation changed at 0.80 % of k points; protected by bound: 34.6 %
```
